Photoionization cross sections from molecular pseudostates by Stieltjes moments

A calculation in square-integrable functions gives a molecule discrete excitation energies Eᵢ and oscillator strengths fᵢ even above the ionization threshold, where the true spectrum is continuous. A smooth cross section can be recovered from them. Choose a shift s ≥ 0, set xᵢ = 1/(Eᵢ + s), and find the n energies Eⱼ and weights wⱼ that reproduce the 2n moments

Mₖ = Σᵢ fᵢ xᵢᵏ,  k = 0, 1, …, 2n − 1.

Then, to leading order in the node spacing,

df/dE at Eⱼ ≈ wⱼ / |dE/dj|,  σ(E) = K df/dE,  K = 2π²αħ²/m,

where α is the fine-structure constant and m the electron mass. Numerical convergence is judged by whether the result stays steady as n, the basis and s change; this does not test the theory that supplied Eᵢ and fᵢ. For F₂ at 13.5 nm the procedure gives about 6.7 Mb (1 Mb = 10⁻²² m²), in a basis of 126 functions, with numerical variations of about 10 % as long as n stays between 6 and 9; a denser basis of 162 functions gives 6.6 Mb.

**Two nodes by hand**

Take hydrogen in its ground state, in atomic units. Light leads from 1s to p waves, whose radial Hamiltonian is

h = −½ d²/dr² + 1/r² − 1/r.

The ground-state energy is −½, so an excitation energy E is an eigenvalue of h + ½. The radial ground state 2r e⁻ʳ times r gives the dipole function d = 2r² e⁻ʳ. After the angular sum, f = (2/3) E |⟨E|d⟩|². Summing f E⁻ᵏ over the complete spectrum, with s = 0, gives

Mₖ = (2/3) ⟨d| (h + ½)¹⁻ᵏ |d⟩.

To invert h + ½, let it act on r^q e⁻ʳ. The second derivative is [q(q−1)r^(q−2) − 2q r^(q−1) + r^q] e⁻ʳ. The terms in r^q cancel, leaving

(h + ½) r^q e⁻ʳ = {[1 − q(q−1)/2] r^(q−2) + (q−1) r^(q−1)} e⁻ʳ.

For q = 2 the right side is r e⁻ʳ; for q = 3 it is (−2r + 2r²) e⁻ʳ. Half the second plus the first is r² e⁻ʳ, so

(h + ½)⁻¹ d = 2(r² + r³/2) e⁻ʳ.

With ∫₀^∞ rᵖ e⁻²ʳ dr = p!/2^(p+1), the moments are

M₀ = (8/3)(3/8) = 1
M₁ = (8/3)(3/4) = 2
M₂ = (8/3)(3/4 + 15/16) = 4.5
M₃ = (8/3)(3/4 + 15/8 + 45/32) = 10.75.

The two nodes are the roots of x² − ax + b. Since this polynomial vanishes at both nodes, its weighted sum, and that of x times it, must vanish:

4.5 − 2a + b = 0
10.75 − 4.5a + 2b = 0.

Hence a = 3.5, b = 2.5 and x = 1 or 2.5, so the energies are 1 and 0.4 hartree. The conditions w₁ + w₂ = 1 and w₁ + 2.5w₂ = 2 give w₁ = 1/3 and w₂ = 2/3.

For the density, use u = √x, which is 1 and 1.581 at the nodes. Since E = u⁻², |dE/dj| = 2E^(3/2) |du/dj|. At E = 1 this gives

df/dE ≈ (1/3)/(2 × 0.581) = 0.287 per hartree.

The closed hydrogen formula, quoted here without derivation, is

df/dE = (256/3)(1/2E)⁴ exp(−4 arctan(k)/k) / [1 − exp(−2π/k)],  k = √(2E − 1).

At E = 1 it gives 0.231. Two nodes are therefore 24 % too high. The first three moments of the closed spectrum, bound lines included, are 1, 2 and 4.5, as found by hand.

**Why a finite basis can carry these moments**

Let V be spanned by r² e⁻ʳ, …, r^(N+1) e⁻ʳ. Each inverse of h + ½ raises the highest power by one, so φₐ = (h + ½)⁻ᵃ d lies in V for a ≤ N − 1. If φ and (h + ½)φ both lie in V, the Hamiltonian projected on V has the same inverse there. Writing k − 1 = a + b, with a and b at most N − 1, gives Mₖ = (2/3)⟨φₐ|φ_b⟩ for k = 1 to 2N − 1; M₀ needs only d itself. Thus N pseudostates reproduce 2N exact moments. For N = 2 they are the two nodes above.

The proof relies on the hydrogen Hamiltonian, s = 0 and this exponential. In other bases the moments have to converge, and they can do so because 1/(E + s)ᵏ is smooth over the whole spectrum. A pseudostate stands for a stretch of continuum in such an average; its own fᵢ is not a cross section.

**The general rule without raw moments**

Solving for many nodes from the numbers Mₖ is ill-conditioned, because high powers of x become nearly proportional to one another. The Lanczos recursion avoids forming them. Let X be the diagonal matrix of the xᵢ, and let q₁ have components √(fᵢ/M₀). Then

Mₖ = M₀ q₁ᵀ Xᵏ q₁.

Multiply the latest vector by X, remove its components along all earlier vectors, and normalize. After n vectors, the columns of Q, the matrix T = QᵀXQ is tridiagonal, because Xqⱼ contains nothing beyond qⱼ₊₁ and X is symmetric. For a ≤ n − 1, Xᵃq₁ stays within the columns of Q and equals QTᵃe₁, where e₁ is the first unit vector. Splitting k = a + b + 1 then gives

q₁ᵀXᵏq₁ = (Tᵃe₁)ᵀ T (Tᵇe₁) = e₁ᵀTᵏe₁,  1 ≤ k ≤ 2n − 1,

and k = 0 is the normalization. If T has eigenvalues xⱼ and normalized eigenvectors vⱼ, the rule is

Eⱼ = 1/xⱼ − s,  wⱼ = M₀ (first component of vⱼ)².

In the hand example T has diagonal elements 2 and 1.5 and squared off-diagonal element 0.5. Its trace is 3.5 and its determinant 2.5, as required.

**What is rigorous, and what is approximate**

Number the nodes from high energy down, so that x increases with j. If the moments are exact, the true strength above Eⱼ obeys

w₁ + … + wⱼ₋₁ ≤ strength above Eⱼ ≤ w₁ + … + wⱼ.

For the upper bound with j < n, construct a polynomial p(x) of degree 2n − 2 that equals 1 at x₁, …, xⱼ and 0 at the other nodes, with zero slope at every node except xⱼ. These are 2n − 1 conditions. The slope p′ has n − 1 zeros at nodes and, by Rolle's theorem, n − 2 more between neighbouring nodes of equal value. That makes 2n − 3, its full degree, so all are simple and there are no others. Therefore p falls from 1 to 0 between xⱼ and xⱼ₊₁, and touches its prescribed values from above at the other nodes. It is at least 1 for x ≤ xⱼ and at least 0 beyond. The strength at x ≤ xⱼ cannot exceed the integral of p, which the rule evaluates exactly as w₁ + … + wⱼ. For j = n take p = 1. The same argument from the other end of the axis gives the lower bound.

The density needs an assumption of smoothness. Place the cumulative strength at the middle of its bracket and regard j as continuous. One step in j then changes it by about wⱼ, so wⱼ ≈ (df/dE)|dE/dj|. With u = (E + s)^(−1/2),

df/dE ≈ wⱼ / [2(Eⱼ + s)^(3/2) |du/dj|].

The variable u is suggested by Chebyshev nodes on an interval of length ℓ, x = ℓ sin²(θ/2) with equally spaced θ. Near x = 0, the high-energy end, √x is then almost linear in j, and differences between neighbours are accurate. Use half the difference of the two neighbouring u values inside the set and a one-sided difference at its ends. Interpolate ln(df/dE) against ln E with a shape-preserving cubic.

Hydrogen tests this approximation. At 1.5, 2.7 and 4.0 hartree, with s = 2 hartree, the largest error relative to the closed formula is 0.54 % for n = 8 and 0.26 % for n = 12. With s = 0 and n = 12 it is 0.28 %.

Basis convergence is a separate matter. Keep n = 10 and s = 2 hartree, and replace the exponential e⁻ʳ by the more diffuse e^(−r/2). The largest relative change at the same three energies is 54 % with 12 functions, 0.57 % with 40 and 3.4 × 10⁻⁶ with 60. The highest Gauss node lies at 53 hartree, while the highest pseudostates lie at 4, 40 and 90 hartree. With the compact e⁻²ʳ, 12 functions reach 72 hartree and the change is 0.033 %. The pattern suggests that a basis should extend in energy beyond the highest node it is asked to support. This is not sufficient: the 126-function F₂ basis below reaches far beyond its highest node at n = 10, near 1.8 keV, and still fails at that order.

**From oscillator strength to area**

A bound charge with m(ẍ + γẋ + ω₀²x) = −eF in a field F has polarizability

a(ω) = (e²/m)/(ω₀² − ω² − iγω),

and its absorption cross section is σ = ω Im a/(ε₀c). Integration over frequency requires

I = ∫₀^∞ γω² dω/[(ω₀² − ω²)² + γ²ω²] = ∫₀^∞ γ dω/(y² + γ²),  y = ω − ω₀²/ω.

Replacing ω by ω₀²/ω turns dω into (ω₀²/ω²)dω and leaves y² unchanged. The average of the two forms contains (1 + ω₀²/ω²)dω = dy, so I = ½∫γ dy/(y² + γ²) over all y, which is π/2. A transition of strength f absorbs like f such oscillators, and dE = ħ dω. Hence

K = πe²ħ/(2ε₀mc) = 2π²αħ²/m = 109.76 Mb eV,

where e² = 4πε₀ħcα was used.

**Pseudostates of F₂**

The molecular spectrum comes from singlet time-dependent Hartree–Fock theory with fixed nuclei and real orbitals. For occupied i, j and empty a, b, with orbital energies ε, the matrices are

A = δᵢⱼδₐ_b(εₐ − εᵢ) + 2(ia|jb) − (ij|ab)
B = 2(ia|jb) − (ib|ja).

The excitation and de-excitation amplitudes X and Y obey

(A + B)(X + Y) = ω(X − Y),  (A − B)(X − Y) = ω(X + Y),

with (X + Y)ᵀ(X − Y) = 1; here ω is the excitation energy in hartree. Factor A − B = LLᵀ and write X + Y = cLZ with ZᵀZ = 1. Eliminating X − Y gives

Lᵀ(A + B)L Z = ω²Z.

The normalization becomes c²ω = 1. The transition dipole is √2 dᵀ(X + Y), where d now holds the orbital dipole elements, so

f = (2/3)ω × 2 Σ(dᵀLZ)²/ω = (4/3) Σ(dᵀLZ)²,

summed over x, y and z. The second response equation then gives X − Y = √ω (Lᵀ)⁻¹Z. The velocity form, with gradient elements g and f = (2/3)|transition gradient|²/ω, is therefore (4/3)Σ[gᵀ(Lᵀ)⁻¹Z]². With all excitations kept, the two forms agree in a complete basis. Leaving out the 1s excitations, as is done below for the cross section, breaks this exact agreement, so the difference then reflects that omission as well as the finite basis.

The bond length is set to 1.4 Å, a rough value for F₂, and the basis holds even-tempered s, p and d Gaussians. In the smallest basis the polarizability Σf/ω² and the dipole induced by a weak static field both give 8.309 atomic units. This agreement checks the response equations, not convergence: the 126-function basis gives 8.46, which is 1.8 % higher. In the largest, the total strength is 17.996 for 18 electrons. The F 1s orbitals lie at −719 eV, far too deep to ionize with 91.84 eV photons, and their excitations are left out of the cross section.

**Reading the cross section**

Take the largest basis, s = 50 eV and n = 8. The node at 77.3 eV has weight 4.172 and neighbours at 157.5 and 43.4 eV. Their u values are 0.06942 and 0.10347 eV^(−1/2), half the difference is 0.01703, and

df/dE ≈ 4.172/[2 × 127.3^(3/2) × 0.01703] = 0.0853 eV⁻¹.

Multiplication by K gives 9.4 Mb at 77.3 eV. The same steps give 2.2 Mb at 157.5 eV. A straight line between these points on logarithmic axes gives 6.6 Mb at 91.84 eV; the shape-preserving cubic gives 7.1 Mb. The wide gap between nodes makes interpolation a visible part of the uncertainty, and it means that narrow resonances are averaged away.

At fixed s = 50 eV, the scan in Mb at 91.84 eV is:

n = 6, 7, 8, 9
90 functions: 5.66, 5.68, 2.64, 2.81
108 functions: 6.49, 6.06, 6.56, 5.73
126 functions: 6.72, 6.78, 7.07, 6.36

The smallest basis looks settled at n = 6 and 7, then drops by half. Agreement between two successive orders is therefore no proof of stability. In the largest basis the full range is 10.6 % of the mean, 6.73 Mb. The mean is 8.4 % above that of the middle basis. Velocity strengths lower it by 3.2 %; shifts of 35 and 100 eV change it by +5.7 % and −8.3 %. For n = 6 to 9 these variations suggest 6.7 Mb with a numerical uncertainty of roughly 10 %. This is an estimate that depends on the chosen range of orders, not a bound. It is read from the output; the limits asserted in the program are looser, 25 to 35 %.

Higher order does not help in the 126-function basis. In the largest basis the steady range ends abruptly: n = 10 gives 8.8 Mb and n = 11 gives 3.8 Mb. Over n = 20 to 30 the range grows to 87 % of the mean, although there are 819 valence pseudostates. Their number alone is no guide to the usable order. The limit belongs to the basis. A denser set outside the scan, 14s9p8d over the same exponent ranges (162 functions, density-fitted integrals), stays between 6.47 and 6.68 Mb for n = 6 to 11. Its mean over n = 6 to 9 is 6.58 Mb, 2.2 % below 6.73, and the velocity form and the shifts of 35 and 100 eV move it by less than 0.5 %.

At 40, 60 and 120 eV the means over n = 6 to 9 are 18.9, 13.7 and 3.8 Mb. At 120 eV the orders range from 3.1 to 4.0 Mb, so the relative uncertainty is larger there.

**Optical constants and the real gas**

For F₂ at 0.1 Torr and 300 K, the ideal-gas density is N = P/(k_B T) = 3.22 × 10¹⁵ cm⁻³. The absorption coefficient is

μ = Nσ = 3.22 × 10¹⁵ × 6.73 × 10⁻¹⁸ = 0.0217 cm⁻¹.

Intensity falls as exp(−μz) and the field as exp(−2πκz/λ), so the extinction coefficient is κ = μλ/(4π) = 2.3 × 10⁻⁹. With the convention σ = 2rₑλf₂, where rₑ is the classical electron radius, the scattering factor f₂ is 8.8 per molecule. A 30 cm path transmits exp(−0.65) = 0.52. Changing σ by 10 % either way moves this between about 0.49 and 0.56. The 162-function value of 6.58 Mb would give μ = 0.0212 cm⁻¹, f₂ = 8.6 and a transmission of 0.53.

The wavelength is that of extreme-ultraviolet lithography. The pressure and path are round values for a low-pressure process chamber, not the normal atmosphere of an exposure tool. A real chamber contains a gas mixture: if half the F₂ were replaced by a transparent gas at the same total pressure, the transmission would be √0.52 = 0.72. Whether the result carries over to a fluorinated resist, where fluorine is bound to carbon in a solid, was not examined.

Some neglected effects are small: retardation enters at a relative scale of 10⁻³, and about 1.3 % of the molecules are vibrationally excited at 300 K, for a rough wavenumber of 900 cm⁻¹. A bond stretch of 0.044 Å, the zero-point spread, changed σ by 3.5 %, and a local-density treatment of the electron interaction changed it by 2.2 %. Both figures come from the smallest basis, whose scan is unstable, so they do not settle the size of these two effects; in the 126-function basis the same stretch lowers σ by 2.6 %, the opposite sign. Adding three f shells to the 126-function basis changes the mean over n = 6 to 9 by only −0.1 %. Double excitation and double ionization are absent and unsized, and the 10 % does not cover them. The numerical output below gives the remaining values.

Values computed for the example and the checks

```
Conversion constant K: 109.761 Mb eV
H moment of E^-0: exact 1.000000, 6 functions 1.000000 a.u.
H moment of E^-1: exact 2.000000, 6 functions 2.000000 a.u.
H moment of E^-2: exact 4.500000, 6 functions 4.500000 a.u.
H continuum nodes obeying the bounds: 7
H order 8, shift 2 hartree: max error 0.54 %
H order 10, shift 2 hartree: max error 0.36 %
H order 12, shift 2 hartree: max error 0.26 %
H order 12, shift 0 hartree: max error 0.28 %
H order 10, shift 2 hartree: highest Gauss node 53.3 hartree
H decay 1, 12 functions: top state 4.0 hartree, change 5.4e-01
H decay 1, 20 functions: top state 10.4 hartree, change 5.9e-02
H decay 1, 40 functions: top state 40.3 hartree, change 5.7e-03
H decay 1, 60 functions: top state 89.9 hartree, change 3.4e-06
H decay 1, 80 functions: top state 159.4 hartree, change 3.7e-11
H decay 4, 12 functions: top state 71.5 hartree, change 3.3e-04
H decay 4, 40 functions: top state 682.5 hartree, change 2.2e-12
Photon: 13.50 nm = 91.84 eV; bond 1.40 angstrom; shift 50 eV
F2 cross section in Mb at orders 6 7 8 9
small, 90 functions: 5.660 5.682 2.640 2.812
middle, 108 functions: 6.489 6.062 6.559 5.728
large, 126 functions: 6.716 6.776 7.068 6.355
Polarizability: spectral sum 8.3092, finite field 8.3092 a.u.
Polarizability without 1s excitations: 8.3071 a.u.
Total strength, large basis: 17.996 for 18 electrons
Valence pseudostates, large basis: 819
Hartree-Fock HOMO -18.09 eV, F 1s -719.1 eV
Order 8 node energies, eV: 1522.2 396.3 157.5 77.3 43.4 31.3 19.5 13.0
Order 8 node strengths: 0.1467 0.8818 2.4260 4.1718 3.1107 2.1555 0.8660 0.7544
Spread over orders 6-9: 10.6 %
Spread over orders 20-30: 86.8 %
Change middle to large basis: 8.4 %
Change length to velocity form: -3.2 %
Change for shift 35 and 100 eV: 5.7 and -8.3 %
F2 at 40 eV: mean 18.94 Mb, range 16.97 to 20.65 Mb
F2 at 60 eV: mean 13.67 Mb, range 12.82 to 14.41 Mb
F2 at 120 eV: mean 3.77 Mb, range 3.12 to 4.04 Mb
F2 at 91.84 eV: mean 6.73 Mb = 6.729e-22 m^2
Gas: 0.1 Torr, 300 K, path 30 cm, density 3.219e+15 cm^-3
Scattering factor f2 per molecule: 8.84
Absorption coefficient: 0.0217 cm^-1
Extinction coefficient: 2.33e-09
Transmission: 0.522
Vibration 900 cm^-1: rms stretch 0.044 angstrom
Change for that stretch: 3.48 %
Change to local-density response: 2.2 %
Retardation, (k R/2)^2: 1.1e-03
Vibrationally excited fraction: 1.33 %
```
